# Isolated energy of a Gaussian charge in a layered anisotropic dielectric, part 1

(Sections cited here and not found follow in the later parts.)

A spherical Gaussian charge $q$ of standard deviation $\sigma$, centred at height $z_0$ in a medium with dielectric tensor $\varepsilon=\mathrm{diag}\big(\varepsilon_\parallel(z),\varepsilon_\parallel(z),\varepsilon_\perp(z)\big)$, has the electrostatic energy

$$E_{\rm iso}=q^2\int_0^\infty dk\;e^{-k^2\sigma^2}F(k),\qquad F(k)=k\,U(k),\qquad U(k)=\int_{-\infty}^{\infty} g(z)\,u_k(z)\,dz. \tag{1}$$

Here $g(z)=(2\pi\sigma^2)^{-1/2}e^{-(z-z_0)^2/2\sigma^2}$, and $u_k$ is the solution, decaying at $z\to\pm\infty$, of

$$-\frac{d}{dz}\Big(\varepsilon_\perp\frac{du_k}{dz}\Big)+k^2\varepsilon_\parallel\,u_k=g. \tag{2}$$

The units are Hartree atomic units with Gaussian electrostatics: lengths in bohr, energies in hartree, two unit charges in vacuum interacting as $1/r$. The function $F$ is dimensionless and lies between $0$ and $\tfrac12$.

This is the isolated model energy of the Sundararaman-Ping correction for charged defects in slabs and two-dimensional materials. The total energy of a charged supercell is corrected by $E_{\rm iso}-E_{\rm per}$, where $E_{\rm per}$ is the energy of the same model charge in the same model dielectric under the periodic boundary conditions of the supercell. Equation (1) yields $E_{\rm iso}$ directly, with no extrapolation of $E_{\rm per}$ to infinite cell size. The integral is one-dimensional, but its integrand needs the boundary-value problem (2) at each $k$, and this has a closed solution only for special profiles. The result is exact for the layered model. How well the model represents a real defect, and the alignment of potentials between cells, are separate questions that (1) does not answer.

## The model

A point is written $(\mathbf r,z)$ with $\mathbf r=(x,y)$ and $r=|\mathbf r|$. The charge density factorizes:

$$\rho(\mathbf r,z)=\frac{q}{(2\pi\sigma^2)^{3/2}}\,e^{-[r^2+(z-z_0)^2]/2\sigma^2}=q\,\frac{e^{-r^2/2\sigma^2}}{2\pi\sigma^2}\,g(z).$$

The medium is linear and local, $\mathbf D=\varepsilon\mathbf E$. Both profiles are bounded, piecewise smooth and not smaller than 1. For $z>b$ and for $z<-b$ they are constant, and $g$ is negligible there. With $\mathbf E=-\nabla\phi$ and $\nabla\cdot\mathbf D=4\pi\rho$,

$$-\varepsilon_\parallel(z)\,(\partial_x^2+\partial_y^2)\phi-\partial_z\big(\varepsilon_\perp(z)\,\partial_z\phi\big)=4\pi\rho,\qquad \phi\to0\ \text{at infinity}. \tag{3}$$

The factor $\varepsilon_\parallel$ stands outside the in-plane derivatives because it does not depend on $x$ or $y$; $\varepsilon_\perp$ must stay inside the $z$ derivative.

The energy is the work of assembling the charge. When a fraction $\lambda$ is in place the potential is $\lambda\phi$, by linearity, and adding $\rho\,d\lambda$ costs $\lambda\,d\lambda\int\rho\phi\,dV$. Integration over $\lambda$ from 0 to 1 gives

$$E=\tfrac12\int\rho\,\phi\,dV. \tag{4}$$

This includes the self-energy of the Gaussian and the work stored in the polarization of the medium.

## First derivation: in-plane Fourier transform of the Poisson equation

The transform and its inverse are

$$f_{\mathbf k}(z)=\int d^2r\,e^{-i\mathbf k\cdot\mathbf r}f(\mathbf r,z),\qquad f(\mathbf r,z)=\int\frac{d^2k}{(2\pi)^2}\,e^{i\mathbf k\cdot\mathbf r}f_{\mathbf k}(z).$$

For one Cartesian direction, completing the square gives $-x^2/2\sigma^2-ik_xx=-(x+ik_x\sigma^2)^2/2\sigma^2-k_x^2\sigma^2/2$. The shifted Gaussian is an entire function that decays along every line parallel to the real axis, so the contour can be moved back and the normalized Gaussian integrates to 1. The two directions together give

$$\rho_{\mathbf k}(z)=q\,e^{-k^2\sigma^2/2}\,g(z),\qquad k=|\mathbf k|.$$

Under the transform $\partial_x^2+\partial_y^2$ becomes $-k^2$, and factors that depend on $z$ alone pass through unchanged. Equation (3) becomes

$$-\big(\varepsilon_\perp\phi_{\mathbf k}'\big)'+k^2\varepsilon_\parallel\phi_{\mathbf k}=4\pi q\,e^{-k^2\sigma^2/2}g(z), \tag{5}$$

with a prime for $d/dz$. Different wavevectors do not couple. The potential falls only as the inverse distance, so it is not absolutely integrable over the plane and its transform is understood as a tempered distribution. Equation (5) fixes it for $\mathbf k\neq0$. A further term concentrated at $\mathbf k=0$ would be a polynomial in $x$ and $y$, which the condition $\phi\to0$ excludes.

The decaying solution of (5) is unique for $k>0$. The difference $\eta$ of two solutions obeys the homogeneous equation; multiplication by $\eta^*$ and integration by parts, with no boundary term because $\eta$ decays, gives $\int(\varepsilon_\perp|\eta'|^2+k^2\varepsilon_\parallel|\eta|^2)\,dz=0$, and both terms are non-negative, so $\eta=0$. Since (5) differs from (2) by a constant factor on the right,

$$\phi_{\mathbf k}(z)=4\pi q\,e^{-k^2\sigma^2/2}\,u_k(z).$$

The function $u_k$ is real and depends on $\mathbf k$ only through its length. The angular integral $\int_0^{2\pi}e^{ikr\cos\theta}d\theta=2\pi J_0(kr)$, which may be taken as the definition of $J_0$, puts the potential in Hankel form:

$$\phi(r,z)=\int_0^\infty\frac{k\,dk}{2\pi}\,J_0(kr)\,4\pi q\,e^{-k^2\sigma^2/2}u_k(z). \tag{6}$$

Inserting the inverse transform of $\phi$ in (4) and doing the $\mathbf r$ integral over $\rho$, which gives $\rho_{\mathbf k}^*$, one finds

$$E=\frac12\int\frac{d^2k}{(2\pi)^2}\int dz\,\rho_{\mathbf k}^*(z)\,\phi_{\mathbf k}(z)=\frac12\int_0^\infty\frac{2\pi k\,dk}{(2\pi)^2}\;q\,e^{-k^2\sigma^2/2}\;4\pi q\,e^{-k^2\sigma^2/2}\int g\,u_k\,dz.$$

The numerical factor is $\tfrac12\cdot 2\pi\cdot4\pi/(2\pi)^2=1$. The two Gaussian factors, one from the source and one from the charge that feels the potential, combine to $e^{-k^2\sigma^2}$. Hence $E=q^2\int_0^\infty k\,dk\,e^{-k^2\sigma^2}U(k)$, which is (1). A Gaussian written as $e^{-r^2/\ell^2}$ enters these formulas with $\sigma=\ell/\sqrt2$.

### Interfaces and open boundaries

Where the profiles jump, (2) is integrated across a thin interval. The terms $k^2\varepsilon_\parallel u$ and $g$ are bounded and contribute nothing as the interval shrinks, so $\varepsilon_\perp u'$ is continuous. Then $u'$ is bounded and $u$ is continuous as well. These are the usual conditions on normal $\mathbf D$ and tangential $\mathbf E$.

In a region of constant profiles without charge, (2) reads $u''=\gamma^2k^2u$. Define

$$\gamma=\sqrt{\varepsilon_\parallel/\varepsilon_\perp},\qquad \bar\varepsilon=\sqrt{\varepsilon_\parallel\varepsilon_\perp},\qquad \varepsilon_\perp\gamma=\bar\varepsilon.$$

Above $b$ the decaying solution is $u\propto e^{-\gamma_+kz}$ and below $-b$ it is $u\propto e^{+\gamma_-kz}$, where the subscripts label the outer media. Differentiation and multiplication by $\varepsilon_\perp$ give

$$\varepsilon_\perp u_k'(\pm b)=\mp\,k\,\bar\varepsilon_\pm\,u_k(\pm b). \tag{7}$$

Equation (2) on $[-b,b]$ with (7) is equivalent to the problem on the whole line. The coefficient is the geometric mean $\bar\varepsilon_\pm$, and not $\varepsilon_\perp$ of the outer medium.

The open condition cannot be replaced by a wall. For a thin source at the origin in vacuum, the condition $u(\pm b)=0$ gives $u=A\sinh k(b-|z|)$; the jump $-[u']=1$ at the origin fixes $2Ak\cosh kb=1$, so $ku(0)=\tfrac12\tanh kb$ in place of $\tfrac12$. The energy lost is $\tfrac12q^2\int_0^\infty(1-\tanh kb)\,dk=q^2\ln2/(2b)$, since $1-\tanh x=2/(e^{2x}+1)$ has the antiderivative $-\ln(1+e^{-2x})$. The error falls only as $1/b$, which brings back the extrapolation one wanted to remove. The condition $u'(\pm b)=0$ gives $\tfrac12\coth kb$ in the same way, and the integral diverges logarithmically at small $k$.

### Convergence of the integral

Define, for real functions on the whole line,

$$a_k(v,\eta)=\int\big(\varepsilon_\perp v'\eta'+k^2\varepsilon_\parallel v\eta\big)dz,\qquad W_k[v]=2\int gv\,dz-a_k(v,v).$$

Multiplying (2) by any decaying $\eta$ and integrating by parts gives $a_k(u_k,\eta)=\int g\eta\,dz$. Then

$$W_k[u_k+\eta]=2\!\int\! gu_k+2\!\int\! g\eta-a_k(u_k,u_k)-2a_k(u_k,\eta)-a_k(\eta,\eta)=U(k)-a_k(\eta,\eta),$$

because the terms linear in $\eta$ cancel and $a_k(u_k,u_k)=\int gu_k=U$. Therefore

$$U(k)=\max_v W_k[v]=a_k(u_k,u_k)>0. \tag{8}$$

If either profile is raised anywhere, $a_k(v,v)$ cannot decrease for any $v$, so $W_k[v]$ cannot increase for any $v$ and neither can the maximum. Since both profiles are at least 1, $F$ is bounded by its vacuum value, which (13) below gives as $\tfrac12\,\mathrm{erfcx}(k\sigma)\le\tfrac12$, with $\mathrm{erfcx}(x)=e^{x^2}\mathrm{erfc}(x)$. The function $F$ is also continuous for $k>0$. For $k'>k$ one has $a_k\le a_{k'}\le(k'/k)^2a_k$ on every $v$. Replacing $a$ by $\lambda a$ divides the maximum by $\lambda$, as the substitution $v\to v/\lambda$ shows, so $(k/k')^2U(k)\le U(k')\le U(k)$. A bounded continuous function times $e^{-k^2\sigma^2}$ is integrable, and (1) converges at both ends.

## Second derivation: the energy principle in a grounded cylinder

This route starts from the energy and from a bounded domain, where no transform of a slowly decaying function is needed. Consider

$$\mathcal W[\psi]=\int\rho\,\psi\,dV-\frac1{8\pi}\int\nabla\psi\cdot\varepsilon\nabla\psi\,dV .$$

Let $\phi$ solve (3) in some domain and vanish on its boundary, and let $\eta$ vanish there too. Multiplying (3) by $\eta$ and applying the divergence theorem gives $\int\nabla\eta\cdot\varepsilon\nabla\phi\,dV=4\pi\int\rho\eta\,dV$. In $\mathcal W[\phi+\eta]$ the cross term of the quadratic part is $-\tfrac{2}{8\pi}\int\nabla\eta\cdot\varepsilon\nabla\phi=-\int\rho\eta$, because $\varepsilon$ is symmetric, and it cancels the linear term. With $\eta=\phi$ the same identity gives $\tfrac1{8\pi}\int\nabla\phi\cdot\varepsilon\nabla\phi=\tfrac12\int\rho\phi$. Hence

$$\mathcal W[\phi+\eta]=\tfrac12\int\rho\phi\,dV-\frac1{8\pi}\int\nabla\eta\cdot\varepsilon\nabla\eta\,dV ,$$

and the energy (4) is the maximum of $\mathcal W$, reached at $\phi$ alone.

### The cylinder and its limit

Let $E_R$ be the maximum over fields that vanish on the cylinder $r=R$ and decay as $z\to\pm\infty$. A field allowed for radius $R$, extended by zero, is allowed for every larger radius and for all space. So $E_R$ grows with $R$ and $E_R\le E_{\rm iso}$.

It also reaches $E_{\rm iso}$. Let $\phi$ be the isolated potential, which has finite field energy and is bounded by a constant over the distance $\varrho=\sqrt{r^2+z^2}$ far from the charge. Let $\chi$ be a smooth function equal to 1 for $\varrho<R/2$, zero for $\varrho>R$, with $|\nabla\chi|\le c/R$. The ball $\varrho<R$ lies inside the cylinder, so $\chi\phi$ is allowed and $E_R\ge\mathcal W[\chi\phi]$. Now $\nabla(\chi\phi)-\nabla\phi=(\chi-1)\nabla\phi+\phi\nabla\chi$. The square integral of the first term is at most the tail of a convergent integral. That of the second is at most $(c/R)^2\int_{R/2}^{R}\mathrm{const}\cdot\varrho^{-2}\,4\pi\varrho^2d\varrho$, of order $1/R$. Both vanish as $R\to\infty$, the profiles are bounded, and $\int\rho\chi\phi\to\int\rho\phi$. So $\mathcal W[\chi\phi]\to E_{\rm iso}$ and $E_R\to E_{\rm iso}$ from below.

### Fourier-Bessel expansion

The charge, the medium and the cylinder are invariant under rotation about the axis. A rotated maximizer is again a maximizer, and the maximizer is unique, so it depends on $r$ and $z$ only, and the search can be limited to such fields. The eigenfunctions of the radial Laplacian that are regular on the axis and vanish at $R$ form a complete set, by the Sturm-Liouville theorem. They are $f_n(r)=J_0(k_nr)$ with $k_n=j_n/R$ and $j_n$ the $n$-th zero of $J_0$. They obey $(rf_n')'=-k_n^2\,rf_n$, because $J_0(kr)$ is an angular average of plane waves of wavenumber $k$, each an eigenfunction of the planar Laplacian. In this paragraph the prime is $d/dr$. Three integrals are needed.

For orthogonality, $f_m(rf_n')'-f_n(rf_m')'=(k_m^2-k_n^2)\,rf_nf_m$. The left side is the derivative of $r(f_mf_n'-f_nf_m')$, which vanishes at $r=0$ and at $r=R$. So $\int_0^Rrf_nf_m\,dr=0$ for $n\ne m$.

For the norm, the equation is multiplied by $2rf_n'$: $\big[(rf_n')^2\big]'=-k_n^2r^2(f_n^2)'$. Integration from 0 to $R$, by parts on the right with $f_n(R)=0$, gives $R^2f_n'(R)^2=2k_n^2\int_0^Rrf_n^2\,dr$. With $J_1=-dJ_0/dx$ one has $f_n'(R)=-k_nJ_1(j_n)$, and

$$N_n=\int_0^R rf_n^2\,dr=\tfrac12R^2J_1(j_n)^2 .$$

For the gradients, integration by parts gives $\int_0^Rrf_n'f_m'\,dr=-\int_0^Rf_m(rf_n')'dr=k_n^2N_n\delta_{nm}$.

The projection of the in-plane Gaussian follows from the series $J_0(x)=\sum_m(-1)^m(x/2)^{2m}/(m!)^2$, which comes from expanding the exponential in the angular integral. With $\tau=r^2/2\sigma^2$, the moment is $\int_0^\infty(r\,dr/\sigma^2)\,e^{-r^2/2\sigma^2}r^{2m}=(2\sigma^2)^m\int_0^\infty\tau^me^{-\tau}d\tau=(2\sigma^2)^m\,m!$. Therefore

$$\int_0^\infty 2\pi r\,dr\,\frac{e^{-r^2/2\sigma^2}}{2\pi\sigma^2}J_0(kr)=\sum_m\frac{(-k^2\sigma^2/2)^m}{m!}=e^{-k^2\sigma^2/2}.$$

The projection $P_n$ over the disc differs from this by the part of the integral beyond $R$. That part is at most $e^{-R^2/2\sigma^2}$, since $|J_0|\le1$. One integration by parts with $rJ_0(kr)=k^{-1}\,d[rJ_1(kr)]/dr$, which is the radial equation rewritten, shows that it also falls as $1/k_n$ with a prefactor of Gaussian smallness in $R$. Its contribution to the sum below therefore converges and vanishes as $R\to\infty$, and $P_n$ can be set to $e^{-k_n^2\sigma^2/2}$.

Insert $\psi=\sum_nc_n(z)f_n(r)$, with $dV=2\pi r\,dr\,dz$ and the prime again $d/dz$. The radial gradient term gives $2\pi k_n^2N_n\int\varepsilon_\parallel c_n^2\,dz$, the $z$ gradient term gives $2\pi N_n\int\varepsilon_\perp c_n'^2\,dz$, and all cross terms vanish:

$$\mathcal W=\sum_n\Big[qP_n\int gc_n\,dz-\frac{N_n}{4}\,a_{k_n}(c_n,c_n)\Big],$$

where $2\pi/8\pi=\tfrac14$. Each $c_n$ is free, so each bracket is maximized alone. The substitution $c_n=(2qP_n/N_n)\,v$ turns the bracket into

$$\frac{2q^2P_n^2}{N_n}\int gv\,dz-\frac{N_n}{4}\frac{4q^2P_n^2}{N_n^2}a_{k_n}(v,v)=\frac{q^2P_n^2}{N_n}\,W_{k_n}[v].$$

The stationarity condition of $W_k$ is $a_k(v,\eta)=\int g\eta$ for all $\eta$. Undoing the integration by parts turns it into (2), and at a jump of the profiles the boundary terms force $\varepsilon_\perp v'$ to be continuous. The interface condition thus comes out of the energy principle by itself. With (8),

$$E_R=q^2\sum_{n=1}^\infty\frac{2}{R^2J_1(j_n)^2}\;e^{-k_n^2\sigma^2}\,U(k_n). \tag{9}$$

The in-plane Fourier transform has given the isolated energy (1), and the energy principle in a grounded cylinder of radius $R$ has given the sum (9). It remains to recover (1) from (9) as $R\to\infty$, to study $F(k)$ and evaluate it numerically, and to compare the result with supercell energies.
